# Why higher drive frequency trades ion energy for flux at fixed power

**Q:** I raise the drive frequency of my capacitive reactor and reset the generator so that the plasma absorbs the same power. The ion flux goes up and the ions arrive with less energy. Why does frequency matter, if the power is the same?

**A:** Because the power has two customers. Some heats electrons, which make the ions; the rest accelerates those ions across the sheaths. Frequency changes the split.

The link is displacement current. A sheath is nearly empty of electrons, so the radiofrequency current crosses it as a changing electric field, as in a capacitor. The current heats the electrons, while the voltage needed to drive it accelerates the ions. The useful quantity is therefore current per volt of sheath voltage.

**Q:** For a capacitor that is proportional to frequency. Is that all?

**A:** No, since the capacitor's thickness also changes. To find out how, take two equal electrodes and hold the gas, gap and absorbed power per area $S$ fixed. Let $n$ be the density at the plasma-sheath edge, $\omega=2\pi f$, and $J$ the current-density amplitude. Electrons at the edge carry this current with speed amplitude $u_0$, and swing with amplitude $s_0$:

$$J=enu_0,\qquad s_0=u_0/\omega .$$

We need to know what sets $u_0$.

**Q:** Surely I set it, by turning up the generator?

**A:** The energy balance of the electrons sets it. First consider heating by collisions. In the bulk, with density $n_b$, the electron velocity $u=U\cos\omega t$ obeys $m\dot u=-e\mathcal E-m\nu u$, where $\nu$ is the collision frequency. The power per volume is

$$-en_bu\,\mathcal E=mn_b(u\dot u+\nu u^2).$$

The first term averages to zero and the second to $mn_b\nu U^2/2$. With $U=J/(en_b)$, bulk length $d$ and $n=hn_b$, the power per area is $m(h\nu d)J^2/(2e^2n)$.

Electrons also gain energy by reflecting from the moving sheath edge. If one arrives with speed $v$ at an edge moving towards it with velocity $-u$ (so $u>0$ means retreat), it leaves with speed $v-2u$ and gains $2m(u^2-vu)$. Meetings with an approaching edge are more frequent, with weight $1-u/v$. For a sinusoidal edge velocity the odd powers average to zero:

$$\left\langle 2m(u^2-vu)\left(1-\frac uv\right)\right\rangle=4m\langle u^2\rangle=2mu_0^2 .$$

The arrival rate is $n\bar v/4$, with $\bar v$ the mean thermal speed. At uniform density, and if the approaching electrons had no drift of their own, each edge would thus supply $m\bar v nu_0^2/2=m\bar vJ^2/(2e^2n)$. In fact they carry the current and drift with the edge, which cancels this heating at uniform density. What survives comes from the fall of the ion density inside the sheath, and we shall estimate it later. It can be written in the same form as the collisional part, with a coefficient that depends on the sheath, so I write the total as

$$S_e=\frac{mw}{2}\frac{J^2}{e^2n}=\frac{mw}{2}nu_0^2 .$$

The "heating speed" $w$ lumps them together. For now it is a constant; we shall have to question that.

**Q:** And what do the electrons spend this power on?

**A:** On replacing lost ion pairs. Ions leave at the Bohm speed $u_B=\sqrt{eT/M}$, where $T$ is the electron temperature in volts and $M$ the ion mass. The flux to each electrode is $\Gamma=nu_B$. Let each pair cost the electrons an energy $eE$. Then

$$\frac{mw}{2}nu_0^2=2nu_BeE
\quad\Longrightarrow\quad
u_0^2=\frac{4u_BeE}{mw}.$$

The density has cancelled. More power makes more plasma, but in steady state each electron must still be shaken equally hard. Hence $u_0$ depends on neither power nor frequency, and $s_0\propto1/\omega$.

This uses a fixed $T$. Ionisation and wall loss are both proportional to density, so their balance fixes $T$ through the gas density and plasma length. I neglect the change of that length as the sheaths become thinner. In the example below it grows from about 38 to 56 mm; with typical argon rates this lowers $T$ by about 0.3 V and trims the flux gain by less than 10%.

**Q:** Now the sheath voltage. Can I use a parallel-plate formula?

**A:** With a coefficient that we must calculate, because ions speed up and thin out on their way to the electrode. I assume a sharp electron edge that touches the electrode once per cycle, ions that respond to the mean field alone, and no collisions in the sheath.

Let $x$ increase from the plasma towards the electrode. The edge $s(t)$ starts at $x=0$ when $\omega t=0$ and reaches the electrode at $\omega t=\pi$. Continuity gives $en_i(s)\,ds/dt=J\sin\omega t$. Label each position by the phase $\phi$ at which the edge passes it. That position is free of electrons while $|\omega t|<\phi$, and the ion charge between edge and position gives the field

$$\mathcal E=\frac e{\varepsilon_0}\int_s^x n_i\,dx'
=\frac J{\varepsilon_0\omega}(\cos\omega t-\cos\phi).$$

At other times the field is zero. Its cycle average is

$$\bar{\mathcal E}=\frac1{2\pi}\int_{-\phi}^{\phi}\mathcal E\,d(\omega t)
=\frac J{\pi\varepsilon_0\omega}(\sin\phi-\phi\cos\phi).$$

Ion flux conservation, $n_iu=nu_B$, turns the continuity relation into

$$\frac{dx}{d\phi}=s_0\frac u{u_B}\sin\phi .$$

Put this into $Mu\,du/dx=e\bar{\mathcal E}$, and use $Mu_B^2=eT$ and $J=en\omega s_0$:

$$\frac{d(u/u_B)}{d\phi}=\frac X\pi(\sin^2\phi-\phi\sin\phi\cos\phi),
\qquad X=\frac{ens_0^2}{\varepsilon_0T}.$$

The number $X$ measures the strength of the sheath. Integration from $u=u_B$ at $\phi=0$ gives

$$\frac u{u_B}=1+\frac X\pi G,\qquad
G=\frac\phi2+\frac{\phi\cos2\phi}{4}-\frac{3\sin2\phi}{8}.$$

At the electrode $G(\pi)=3\pi/4$. The kinetic energy gained is $eV$, with $V$ the mean sheath voltage, so

$$V=\frac T2\left[\left(1+\frac{3X}4\right)^2-1\right]
=T\left(\frac{3X}{4}+\frac{9X^2}{32}\right).$$

The full thickness is $s=s_0\int_0^\pi(1+XG/\pi)\sin\phi\,d\phi$. Integrating by parts,

$$\int_0^\pi G\sin\phi\,d\phi=\frac{3\pi}{4}+\int_0^\pi(\sin^2\phi\cos\phi-\phi\sin\phi\cos^2\phi)\,d\phi
=\frac{3\pi}{4}-\frac\pi3=\frac{5\pi}{12},$$

and therefore $s=s_0(2+5X/12)$.

**Q:** So what is the current per volt?

**A:** From the definition of $X$, $J=\varepsilon_0\omega XT/s_0$. Divide by $V$, then replace $s_0$ by $s/(2+5X/12)$:

$$\frac JV=\frac{4\varepsilon_0\omega}{3s_0(1+3X/8)}
=c\,\frac{\varepsilon_0\omega}{s},\qquad
c=\frac43\,\frac{2+5X/12}{1+3X/8}.$$

This is current amplitude per volt of *mean* sheath voltage. The coefficient falls from $8/3$ for small $X$ to $40/27$ for large $X$, so the capacitor picture is sound.

Compare two frequencies at equal $V$. At fixed $T$, equal $V$ means equal $X$, hence equal $c$ and $s\propto s_0\propto1/\omega$. Therefore

$$\frac JV\propto\omega^2\qquad\text{at equal }V.$$

One factor of $\omega$ is the ordinary capacitor law. The other comes from the thinner sheath: electrons with the same speed travel less far in a shorter cycle. Since $J=enu_0$ with fixed $u_0$, the density also grows as $\omega^2$.

**Q:** But at equal voltage the ion energy has not dropped at all!

**A:** Right, and the power has not stayed fixed either. Each lost pair costs $E$ from the electrons and $V$ from the sheath field:

$$S=2e\Gamma(E+V).$$

At equal $V$, doubling the frequency quadruples the flux and needs four times the power. The drop in energy comes from denying the discharge that extra power.

To see the result at fixed $S$, write

$$X=\frac{enu_0^2}{\varepsilon_0T\omega^2}\propto\frac{\Gamma}{\omega^2}.$$

Raise $\omega$ and suppose that $\Gamma$ did not increase. Then $\Gamma/\omega^2$, and with it $V$, would fall. The right side of the power balance would be smaller than before, contradicting fixed $S$. So $\Gamma$ must rise, and then $E+V$ must fall. With $E$ fixed, that means a lower $V$.

**Q:** Does the discharge actually find that state, or is it just a solution on paper?

**A:** In this model it finds it. Away from balance, let the electrons create one pair for each $eE$ they absorb, through small changes of $T$ that I neglect elsewhere. The speed amplitude $u$ is now free and set by the power:

$$\frac{mw}{2}nu^2+2enu_BV(X)=S,\qquad X=\frac{enu^2}{\varepsilon_0T\omega^2}.$$

If $n$ is too high, $nu^2$ must be lower to keep the sum equal to $S$. Less power reaches the electrons, ionisation falls, and wall loss is larger, so $n$ decreases. If $n$ is too low, the signs reverse. After a step up in frequency, the sheath voltage drops at once at the old density, which frees power for electrons and lifts $u$ above $u_0$. The density then grows. As it grows, $nu^2$ and $X$ decrease, so the voltage keeps falling to its new steady value. For the first doubling in the example below it goes from 263 V to about 150 V at the step, and then down to 88 V.

**Q:** Please put in numbers I would recognise.

**A:** Take argon at 3 mTorr and 300 K, a 6 cm gap, $T=3$ V and 50 mW/cm² absorbed. These are rough values for a low-pressure etching reactor; in particular, $T$ is a round choice, not a solution of the ionisation balance. I take 50 eV for collisional losses per pair. An escaping electron carries $2T$ on average, and the ion's approach to the sheath costs $T/2$, so $E=50+2.5\times3=57.5$ V. The round choice $w=10^7$ m/s gives $u_0=1.04\times10^5$ m/s.

For each frequency, $n=X\varepsilon_0T\omega^2/(eu_0^2)$ turns the power balance into one equation for $X$. At 13.56 MHz its numerical solution is $X=16.37$, so

$$V=3\,(12.28+75.37)\ \mathrm V=263\ \mathrm V,$$

$$\Gamma=\frac{S}{2e(57.5+262.9)\ \mathrm V}=4.9\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}.$$

All three frequencies at the same absorbed power:

| $f$ (MHz) | 13.56 | 27.12 | 40.68 |
|---|---:|---:|---:|
| $\Gamma$ ($10^{14}$ cm⁻² s⁻¹) | 4.9 | 10.7 | 15.7 |
| $V$ (V) | 263 | 88 | 42 |
| $s$ (mm) | 10.8 | 3.5 | 1.8 |
| $J/V$ (µA cm⁻² V⁻¹) | 11.5 | 75 | 231 |
| ion share of power (%) | 82 | 61 | 42 |

Doubling the first frequency cuts the cost per pair from 320 to 146 eV, and the flux rises by their ratio, 2.2.

**Q:** Yet the current per volt rose by 6.5 on that doubling, not by four.

**A:** The factor of four belongs to equal voltage. At 100 V the values are 17.8, 71.2 and 160 µA cm⁻² V⁻¹, in the ratio 1:4:9. At fixed power $X$ also falls, from 16.37 to 8.99. Our formula gives $J/V\propto\omega^2/(1+3X/8)$, hence an extra factor $7.14/4.37=1.63$, and $4\times1.63=6.5$.

**Q:** Can I keep gaining flux by going higher still?

**A:** With diminishing returns. Define $g=d\ln V/d\ln X=(8+6X)/(8+3X)$, which lies between 1 and 2. Differentiating the power balance and the relation $X\propto\Gamma/\omega^2$ gives

$$d\ln\Gamma+\frac{V}{E+V}\,d\ln V=0,\qquad
d\ln V=g(d\ln\Gamma-2\,d\ln\omega).$$

Eliminate one unknown at a time:

$$\frac{d\ln\Gamma}{d\ln\omega}=\frac{2gV}{E+V+gV},\qquad
\frac{d\ln V}{d\ln\omega}=-\frac{2g(E+V)}{E+V+gV}.$$

When ions take nearly all the power, $V\gg E$ and $g\to2$: flux grows as $\omega^{4/3}$ and voltage falls as $\omega^{-4/3}$. When electrons take nearly all of it, the flux exponent tends to zero. The flux then approaches $S/(2eE)=27\times10^{14}$ cm⁻² s⁻¹. In the example the flux exponent falls from 1.21 to 1.04 to 0.83.

That upper limit belongs to the simplified model. A real sheath keeps a thermal floating voltage, which repels most electrons even without radiofrequency drive. Without drive it would be about 14 V here. Under drive the added voltage is smaller, roughly 8–9 V, but still not negligible beside 42 V.

**Q:** My energy analyser shows a spread, not one energy. Does the spread shrink too?

**A:** In electronvolts, yes. Following ions through the full oscillating field, from evenly spaced entry phases, gives energies of 248–282 eV at 13.56 MHz, 85–95 eV at 27.12 MHz and 41–46 eV at 40.68 MHz. The means, 265, 90 and 44 eV, agree with $V+T/2$, where $T/2$ is the energy on entering the sheath.

The width relative to the mean changes little: about 13, 12 and 11%. The flight time shows why more cycles are not available for averaging:

$$\int\frac{dx}{u}=\frac{s_0}{u_B}\int_0^\pi\sin\phi\,d\phi=\frac{2s_0}{u_B},
\qquad f\,\frac{2s_0}{u_B}=\frac{u_0}{\pi u_B}\approx12 .$$

The ion spends about 12 cycles in the sheath at each frequency, because the sheath thins as the cycle shortens. This holds at fixed power with constant $w$.

**Q:** You promised to question that constant $w$.

**A:** It is where the trend can fail. Since $u_0^2\propto1/w$, we have $X\propto\Gamma/(w\omega^2)$. If $w\propto\omega^{-q}$, then $X\propto\Gamma\omega^{q-2}$, and the contradiction argument works for $q<2$. At $q=2$ frequency has no effect, and for $q>2$ the trend reverses.

Take a doubling from 13.56 MHz at fixed power. If $w$ halves, the flux still rises to 1.50 times its old value and the voltage falls to 0.59 times. If $w$ drops to one eighth, the flux falls to 0.65 times its old value and the voltage rises to 1.65 times. Electrons that are harder to heat need a larger swing, and the larger swing rebuilds the sheath.

**Q:** Is there a physical reason for $w$ to change?

**A:** Yes: the edge moves faster where ions are sparse. Its local speed is $u_0(u/u_B)\sin\phi$, while the local electron density is $nu_B/u$. Density times speed squared is therefore enhanced by $u/u_B=1+XG/\pi$. The reflection term linear in speed still cancels, because density times edge speed is sinusoidal. Averaging the enhancement with weight $2\sin^2\phi$ requires

$$\int_0^\pi G\sin^2\phi\,d\phi=\frac12\left(\frac{\pi^2}{4}-\frac{\pi^2}{16}\right)=\frac{3\pi^2}{32},$$

where the two terms are the integrals of $G$ and $G\cos2\phi$. Two edges then give

$$w\approx2\bar v\left[1+\frac{2X}{\pi^2}\,\frac{3\pi^2}{32}\right]=2\bar v\left(1+\frac{3X}{16}\right).$$

This still ignores the drift of the approaching electrons, so it is too large. At the example's values of $X$ it gives 9.4, 6.2 and $4.9\times10^6$ m/s. Now $n/\omega^2\propto Xw(X)$, which still rises with $X$, so the argument survives. Solving again gives fluxes of 4.7, 8.8 and $12.2\times10^{14}$ cm⁻² s⁻¹ and voltages of 272, 120 and 71 V. The direction is unchanged, but the gain is weaker.

The drift removes at least the uniform-density part, which is the 1 in the bracket, and leaves about $3\bar vX/8$ to first order in edge speed over thermal speed. Higher orders add up to about 10% at 13.56 MHz and collisions add about $0.2\times10^6$ m/s, while a fuller account of the drift would lower it. I use $3\bar vX/8$ as a rough estimate for $w$. At the same values of $X$ this is 7.1, 3.9 and $2.5\times10^6$ m/s, so my constant is somewhat too large at 13.56 MHz and roughly four times too large at 40.68 MHz. Since $Xw\propto X^2$ still rises with $X$, the argument holds here too. The fluxes become 4.2, 7.5 and $10.2\times10^{14}$ cm⁻² s⁻¹ and the voltages 314, 150 and 95 V.

**Q:** How far should I trust this for my reactor?

**A:** Trust the direction more than the values. Here are rough sizes for three omissions:

- **Charge exchange.** An ion can hand its charge to a slow atom and the new ion starts from rest. A generous cross section of $10^{-14}$ cm², near the total momentum-transfer value, gives a free path of 10 mm, about the sheath thickness at 13.56 MHz. Keeping the same sheath potential, the mean ion energies become 185, 80 and 41 eV. Charge exchange alone is nearer $4\times10^{-15}$ cm² at these energies, which gives about 230, 86 and 43 eV.
- **Floating voltage.** Under drive, electrons escape mainly while the sheath is nearly collapsed, so the undriven value of 14 V overstates the effect. Adding all of it to the electron cost and to the impact energy gives 315, 114 and 62 eV, with fluxes of 4.2, 9.2 and $13.3\times10^{14}$ cm⁻² s⁻¹. The energy rises by more than 14 eV because a larger $E$ also demands a larger $u_0$.
- **Secondary electrons.** For an assumed yield of 0.1 per ion, they could add at most 46, 15 and 7% of the electron power, if all their energy stayed in the plasma. This extra ionisation is strongest at the lowest frequency, so it would weaken the contrast in flux.

Size matters as well. For electrodes of 15 cm radius, a rough wave estimate without skin effect gives a centre-to-edge voltage drop of 0.2, 2.7 and 12% if the sheath capacitance is formed with the mean voltage. The fundamental of the oscillating sheath voltage is about 1.24 times the mean, and using it lowers these to about 0.2, 2.2 and 10%. Higher frequency can therefore cost uniformity. Unequal electrodes, which I have not treated, also divide the voltage unequally between the sheaths.

**Q:** Then what should I measure to see whether your explanation applies?

**A:** Hold the absorbed power fixed, not the generator setting, since matching losses can change with frequency. Measure the ion flux, the mean sheath voltage and the current amplitude. Then compare runs at equal sheath voltage, adjusting the power to reach it. If $J/V$ grows close to $\omega^2$, the data agree with the two factors together: the capacitor law and the thinning sheath. This does not show that $w$ is constant: equal $V$ means equal $X$, so a heating speed that depends only on $X$ also gives $\omega^2$. If $J/V$ grows clearly more slowly, look first for a heating speed that depends on frequency directly; a shift of $T$ with the bulk length lowers the ratio by only a few per cent. The numerical output below gives the main values for the example.

## Table of computed values

```
Triples are in the order of the listed frequencies
Frequency [MHz]: 13.56 27.12 40.68
Absorbed power [mW/cm2]: 50
Gas pressure [mTorr]: 3
Gas temperature [K]: 300
Electrode gap [cm]: 6
Electrode radius [cm]: 15
Electron temperature [eV]: 3
Collisional cost per pair [eV]: 50
Total electron cost E [eV]: 57.5
Heating speed w [m/s]: 1e+07
Bohm speed [m/s]: 2692
Electron speed amplitude u0 [m/s]: 1.044e+05
Edge swing s0 [mm]: 1.225 0.6124 0.4083
Sheath strength X [1]: 16.37 8.988 5.853
Edge density [1e9 cm^-3]: 1.809 3.973 5.822
Ion flux [1e14 cm^-2 s^-1]: 4.87 10.7 15.67
Mean sheath voltage [V]: 262.9 88.39 42.07
Mean-field ion energy [eV]: 264.4 89.89 43.57
Trajectory mean ion energy [eV]: 264.7 89.98 43.61
Trajectory minimum energy [eV]: 247.6 84.51 41.15
Trajectory maximum energy [eV]: 281.5 95.3 46.03
Maximum sheath thickness [mm]: 10.8 3.518 1.812
Current amplitude [mA/cm2]: 3.025 6.643 9.733
Current per sheath volt [uA/cm2/V]: 11.5 75.16 231.4
Capacitance coefficient c [1]: 1.648 1.753 1.852
Ion share of power [%]: 82.05 60.59 42.25
Flux relative to first [1]: 1 2.196 3.218
Voltage relative to first [1]: 1 0.3362 0.16
Flux frequency exponent [1]: 1.208 1.035 0.8323
Voltage frequency exponent [1]: -1.473 -1.709 -1.97
Equal-voltage comparison [V]: 100
Equal-V thickness [mm]: 7.366 3.683 2.455
Equal-V density [1e9 cm^-3]: 1.065 4.259 9.583
Equal-V current/volt [uA/cm2/V]: 17.8 71.21 160.2
High-frequency flux limit [1e14 cm^-2 s^-1]: 27.14
w/2 at doubled first f: flux ratio [1]: 1.504
w/2 at doubled first f: V ratio [1]: 0.5916
w/8 at doubled first f: flux ratio [1]: 0.6527
w/8 at doubled first f: V ratio [1]: 1.648
Charge-exchange cross section [cm2]: 1e-14
Charge-exchange free path [mm]: 10.36
Ion energy with charge exchange [eV]: 184.6 79.66 40.93
Thermal floating voltage [V]: 14.04
Flux with floating cost [1e14 cm^-2 s^-1]: 4.201 9.157 13.28
Ion energy with floating cost [eV]: 315.4 114.4 61.53
Moving-edge w estimate [1e6 m/s]: 9.434 6.225 4.862
Variable-w flux [1e14 cm^-2 s^-1]: 4.739 8.807 12.19
Variable-w sheath voltage [V]: 271.7 119.7 70.55
Elastic rate coefficient [cm3/s]: 1e-07
Edge-to-bulk density ratio [1]: 0.4
Collisional part of w [1e6 m/s]: 0.2318
Secondary electron yield [1]: 0.1
Secondary/electron power bound [%]: 45.72 15.37 7.317
Centre-edge wave voltage drop [%]: 0.2077 2.698 12.15
Ion plasma/drive frequency [1]: 0.1044 0.07734 0.06241
Bulk displacement/electron current [%]: 0.1261 0.2296 0.3526
```
